\section*{The Surface Field at Which Silicon Inversion-Layer Quantization Reaches Thermal Energy}

\section{What the classical layer gets wrong}

Treat the electrons under a MOS gate as a classical gas, and their density is greatest at the oxide interface and decays over a length $kT/qF$, where $F$ is the surface field in the silicon. At 300 K and $F=0.057$ MV/cm that length is 4.5 nm. A wave cannot be piled against a high barrier in this way. For the same field and the same Fermi level relative to the surface band edge, the classical count of electrons is too large by a factor of about 1.5 in the model below. Within that model, which has a hard wall and leaves out the image force, a threshold calculation that ignores this misplaces the surface potential by about 11 mV. The image force and penetration into the oxide each change this figure by one to several millivolts, as the last section shows.

The field at which such errors become appreciable can be estimated by asking when the lowest quantum level lies $kT$ above the band edge. This sets a scale, not a sharp onset.

\section{Back-of-envelope estimate}

Let $q>0$ be the elementary charge and $F$ the field magnitude. The electron has potential energy $qFz$ for $z>0$, with an impenetrable wall at $z=0$. On a (100) surface the two unprimed valleys have the large mass $m_z=0.916\,m_0$ along the normal.

Confinement to a distance $d$ implies a momentum of order $\hbar/d$, so
\begin{equation}
E(d)\approx\frac{\hbar^2}{2m_zd^2}+qFd .
\end{equation}
Setting $dE/dd=0$ gives $\hbar^2/(m_zd^3)=qF$. The kinetic term is then $qFd/2$, and
\begin{equation}
E\approx\tfrac32\,qFd=\tfrac32\,2^{1/3}E_0=1.89\,E_0,\qquad
E_0=\left(\frac{\hbar^2q^2F^2}{2m_z}\right)^{1/3}.
\end{equation}
Setting $E=kT=25.85$ meV gives $E_0=13.68$ meV. With $\hbar^2/2m_z=0.04159$ eV\,nm$^2$,
\begin{equation}
F\approx\sqrt{\frac{(0.01368)^3}{0.04159}}\ \text{V/nm}
\approx0.0078\ \text{V/nm}=0.078\ \text{MV/cm}.
\end{equation}
The power law is already right; the numerical factor needs the wave equation.

\section{Controlled derivation}

Assume parabolic bands and a uniform field across the layer. The valley axes lie along the surface axes, so motion parallel to the surface separates. The normal motion obeys
\begin{equation}
-\frac{\hbar^2}{2m_z}\psi''+qFz\,\psi=E\psi,\qquad \psi(0)=0 .
\end{equation}
Put $z=ls$:
\begin{equation}
-\frac{\hbar^2}{2m_zl^2}\frac{d^2\psi}{ds^2}+qFl\,s\,\psi=E\psi .
\end{equation}
The two coefficients are equal if $l^3=\hbar^2/(2m_zqF)$. Their common value is $qFl=E_0$, and division by it leaves
\begin{equation}
\frac{d^2\psi}{ds^2}=\left(s-\frac{E}{E_0}\right)\psi .
\end{equation}
This is Airy's equation in the variable $s-E/E_0$. The solution Bi grows at large $s$ and is rejected, so $\psi\propto\mathrm{Ai}(s-E/E_0)$. The wall requires $\mathrm{Ai}(-E/E_0)=0$. If the zeros of Ai are $-a_i$, then
\begin{equation}
E_i=a_iE_0,\qquad a_1=2.338,\quad a_2=4.088 .
\end{equation}

Now set $E_1=kT$ and cube both sides:
\begin{equation}
(kT)^3=a_1^3\,\frac{\hbar^2q^2F_*^2}{2m_z}
\quad\Longrightarrow\quad
F_*=\frac{\sqrt{2m_z}}{\hbar q}\left(\frac{kT}{a_1}\right)^{3/2}.
\end{equation}
Here $kT/a_1=11.057$ meV, so
\begin{equation}
F_*=\sqrt{\frac{(0.011057)^3}{0.041594}}\ \text{V/nm}
=0.00570\ \text{V/nm}=0.057\ \text{MV/cm}.
\end{equation}
At the round value 0.06 MV/cm the level is at 26.75 meV, slightly above $kT$. The envelope estimate was 38\% above $F_*$ because its energy coefficient, 1.89, is too small.

With masses held fixed, $F_*\propto T^{3/2}$: it is 0.0074 MV/cm at 77 K and 0.088 MV/cm at 400 K. The four primed valleys have the lighter normal mass $0.19\,m_0$ and reach the same criterion at 0.026 MV/cm.

\section{Comparison with the classical layer}

\subsection{Counting the electrons}

Measure the Fermi level $\mu$ from the band edge at the surface and assume Boltzmann occupation. For in-plane masses $m_x,m_y$, let $m_d=\sqrt{m_xm_y}$. Including spin, each valley has $m_d/(\pi\hbar^2)$ states per area and energy in each subband. Integrating the Boltzmann factor over in-plane energy gives, for $g$ equivalent valleys,
\begin{equation}
N=g\,\frac{m_dkT}{\pi\hbar^2}\,e^{\mu/kT}Z,\qquad
Z=\sum_i e^{-E_i/kT}.
\end{equation}
Classically the sum is replaced by a phase-space integral:
\begin{align}
Z_{\rm cl}&=\int_0^\infty\!dz\int_{-\infty}^{\infty}\frac{dp}{2\pi\hbar}\,
e^{-(p^2/2m_z+qFz)/kT}\nonumber\\
&=\frac{\sqrt{2\pi m_zkT}}{2\pi\hbar}\,\frac{kT}{qF}
=\sqrt{\frac{m_zkT}{2\pi\hbar^2}}\,\frac{kT}{qF}.
\end{align}

At $F_*$ the unprimed ladder has $Z=0.789$ and $Z_{\rm cl}=1.009$, a ratio of 0.782. The primed ladder has $Z=0.269$ and $Z_{\rm cl}=0.459$, a ratio of 0.585. The classical charge of one valley is proportional to $m_d\sqrt{m_z}=\sqrt{m_xm_ym_z}$, which is the same for all six valleys. The total quantum-to-classical charge ratio is therefore
\begin{equation}
R=\tfrac26(0.782)+\tfrac46(0.585)=0.651 .
\end{equation}
At fixed field, extra band bending $\delta\psi$ multiplies the charge by $e^{q\delta\psi/kT}$. Restoring the classical charge needs
\begin{equation}
\delta\psi=\frac{kT}{q}\ln\frac1R=25.85\ \text{mV}\times0.429=11.1\ \text{mV}.
\end{equation}

This is not a one-subband layer. The next unprimed level is only 19.3 meV higher, and the lowest level holds 18.7\% of the electrons. The unprimed valleys together hold 40\%.

\subsection{Weak and strong fields}

In a weak field the main loss comes from the wall. Near it the potential is nearly flat and the states are $\sqrt{2/\pi}\,\sin kz$ with $k>0$. Their thermal sum at position $z$ is
\begin{align}
\rho(z)&=\frac2\pi\int_0^\infty\sin^2(kz)\,e^{-\hbar^2k^2/2m_zkT}\,dk\nonumber\\
&=\sqrt{\frac{m_zkT}{2\pi\hbar^2}}
\left[1-e^{-2m_zkTz^2/\hbar^2}\right],
\end{align}
where $2\sin^2kz=1-\cos2kz$ was used. (In the exponents, $kT$ is the thermal energy.) The second term integrates over $z>0$ to
\begin{equation}
\sqrt{\frac{m_zkT}{2\pi\hbar^2}}\;\frac12\sqrt{\frac{\pi\hbar^2}{2m_zkT}}=\frac14 ,
\end{equation}
so $Z\to Z_{\rm cl}-\tfrac14$. At $F_*/8$ the computed unprimed loss is 0.246. Since $Z_{\rm cl}\propto1/F$, at $F_*/10$ this limit predicts
\begin{equation}
R\approx1-\tfrac13\,\frac{0.25}{10.09}-\tfrac23\,\frac{0.25}{4.59}=0.955,
\end{equation}
against 0.957 from the level sums. The correction there is worth 1.1 mV.

In a strong field the level spacing exceeds $kT$. At $10F_*$, $E_1=10^{2/3}kT=4.64\,kT$, and the second unprimed level holds about 3\% as many electrons as the first. The lowest primed level, helped by its four valleys and larger in-plane density of states, still holds about 18\% as many for a hard wall; the finite oxide barrier of the last section lowers the primed level more than the unprimed one and roughly doubles this share. There $R=0.039$, equivalent to 84 mV within the same nondegenerate, fixed-field model. Quantization thus grows gradually through $F_*$.

\subsection{Where the electrons sit}

Stretch a bound state to $\sqrt\lambda\,\psi(\lambda z)$, which still vanishes at the wall. Its energy is $\lambda^2\langle K\rangle+\langle V\rangle/\lambda$, with $K$ and $V$ the kinetic and potential energies. An eigenstate makes this stationary at $\lambda=1$, so $2\langle K\rangle=\langle V\rangle$. Hence $\langle V\rangle=2E_i/3$ and
\begin{equation}
\langle z\rangle_i=\frac{2E_i}{3qF}.
\end{equation}
At $F_*$ the lowest level is centred at 3.02 nm, inside the classical mean of 4.53 nm. The thermal average over all levels of both ladders is nevertheless 6.41 nm. The layer as a whole moves outward, although its lowest state is compact.

\section{A real transistor and the limits of the estimate}

Consider a bulk silicon n-channel device at the onset of strong inversion. Use rough typical values: relative permittivities $\varepsilon_s=11.7$ for silicon and $\varepsilon_{\rm ox}=3.9$ for its oxide, and intrinsic density $n_i=10^{10}$ cm$^{-3}$. For acceptor density $N_A$ and depletion width $W$, the depletion approximation gives $F=qN_AW/(\varepsilon_0\varepsilon_s)$ and surface potential $\psi_s=FW/2$. Eliminating $W$,
\begin{equation}
F^2=\frac{2qN_A\psi_s}{\varepsilon_0\varepsilon_s},\qquad
\psi_s=\frac{2kT}{q}\ln\frac{N_A}{n_i}.
\end{equation}
The field equals $F_*$ at $N_A=1.4\times10^{16}$ cm$^{-3}$, with $\psi_s=0.733$ V and $W=257$ nm. Heavier doping gives a larger field at onset, roughly as $\sqrt{N_A}$. Thin undoped bodies need a different field calculation.

Of the omissions estimated here, the image force shifts the lowest level most. Matching the potential and the normal displacement at the interface requires an image charge $q'$ satisfying $(q+q')/\varepsilon_s=(q-q')/\varepsilon_{\rm ox}$, so
\begin{equation}
q'=q\,\frac{\varepsilon_s-\varepsilon_{\rm ox}}{\varepsilon_s+\varepsilon_{\rm ox}} .
\end{equation}
It has the electron's sign and lies a distance $2z$ away. Because the image grows with the charge, the energy is half of $qq'/(4\pi\varepsilon_0\varepsilon_s\,2z)$:
\begin{equation}
V_{\rm im}=\frac{q^2(\varepsilon_s-\varepsilon_{\rm ox})}
{16\pi\varepsilon_0\varepsilon_s(\varepsilon_s+\varepsilon_{\rm ox})\,z}
=\frac{15.4\ \text{meV\,nm}}{z}.
\end{equation}
Diagonalization with this term raises $E_1$ at $F_*$ by 6.1 meV. The field for $E_1=kT$ then falls from 0.057 to 0.040 MV/cm, a 30\% reduction. This holds for a thick oxide; the image in a nearby gate is not included. The values of $R$ above omit the image force. Adding it to the quantum levels alone lowers $R$ at $F_*$ to 0.56 and increases the corresponding shift in surface potential to 15 mV. If the classical layer is given the same force, it too is pushed away from the interface, and at $F_*$ the ratio rises to 0.77 and the shift falls to about 7 mV.

The other effects are smaller or leave the estimate usable:
\begin{itemize}
\item \textbf{Oxide penetration.} For a barrier $B=3.1$ eV and oxide mass $m_{\rm ox}=0.5\,m_0$, the wave decays at rate $\kappa=\sqrt{2m_{\rm ox}B}/\hbar=6.38$ nm$^{-1}$. Continuity of $\psi'/m$ gives $\psi(0)=\delta\,\psi'(0)$ with $\delta=m_{\rm ox}/(m_z\kappa)=0.086$ nm. The wall is in effect moved back by $\delta$, which lowers $E_1$ by about $qF\delta=0.49$ meV. In the primed valleys the lighter normal mass makes $\delta$, and with it the shift, nearly five times larger, about 2.3 meV. Since these valleys hold 60\% of the electrons, penetration hardly moves $F_*$ but does change the charge count: treating only the normal motion and leaving out the image force, $R$ at $F_*$ rises from 0.65 to about 0.69 and the shift in surface potential falls from 11 to about 9.5 mV.
\item \textbf{Field variation.} The field falls to zero over 257 nm, far beyond the layer. Diagonalizing with the resulting curved potential confirms a shift near $-0.12$ meV.
\item \textbf{Collisions.} A rough mobility $\mu_n=1000$ cm$^2$/Vs and in-plane mass $m_t=0.19\,m_0$ give $\hbar/\tau=\hbar q/(\mu_nm_t)=6.1$ meV, if the transport time is taken as the level lifetime. This blurs the levels but is below the 19.3 meV gap between the lowest two unprimed levels; higher levels lie closer together and are blurred more strongly relative to their spacing.
\item \textbf{Electron charge and degeneracy.} The inversion density is $4.2\times10^9$ cm$^{-2}$, about 1.1\% of the total sheet charge, so it barely changes the field. At onset $e^{\mu/kT}=N_A/N_c=5\times10^{-4}$, with $N_c$ the conduction-band effective density of states, which justifies Boltzmann occupation.
\end{itemize}
Well above threshold the last item fails: the electrons then help to set the field, and the potential must be found self-consistently. For the onset condition treated here, the simple well gives 0.057 MV/cm and the thick-oxide image correction moves it to 0.040 MV/cm. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K; kT = 25.85 meV
Masses: normal 0.916, transverse 0.19 m0
hbar^2/2m0 = 0.038100 eV nm^2
hbar^2/2m_z, unprimed = 0.041594 eV nm^2
Airy a1, a2 = 2.33811, 4.08795
Semiclassical a1 = 2.3203
Energy scale kT/a1 = 11.057 meV; length l = 1.940 nm
F* = 0.0570 MV/cm = 0.005701 V/nm
F* from grid diagonalization = 0.0570 MV/cm
Grid E1 at F* = 25.852 meV
E2 - E1 = 19.35 meV
E1 at 0.06 MV/cm = 26.75 meV
Primed E1 at F* = 43.67 meV
Primed-valley F* = 0.0260 MV/cm
F* at 77 K = 0.0074 MV/cm
F* at 400 K = 0.0878 MV/cm
Classical mean distance = 4.53 nm
Lowest-level mean distance = 3.02 nm
Quantum mean distance, all levels = 6.41 nm
Unprimed Z: quantum 0.7886, classical 1.0085, ratio 0.782
Primed Z: quantum 0.2689, classical 0.4593, ratio 0.585
Weak-field (F*/8) loss in Z = 0.2459
Share in lowest level = 18.7 %
Share in unprimed valleys = 40.0 %
F = 0.0057 MV/cm: charge ratio R = 0.957
  kT/q ln(1/R) = 1.1 mV
  mean z: quantum 47.35, classical 45.35 nm
F = 0.0570 MV/cm: charge ratio R = 0.651
  kT/q ln(1/R) = 11.1 mV
  mean z: quantum 6.41, classical 4.53 nm
F = 0.5701 MV/cm: charge ratio R = 0.039
  kT/q ln(1/R) = 84.1 mV
  mean z: quantum 1.58, classical 0.45 nm
Permittivities: Si 11.7, oxide 3.9; ni = 1.0e+10 cm^-3
Matching doping = 1.43e+16 cm^-3
Surface potential = 0.733 V; depletion width = 257 nm
Total sheet charge/q at F* = 3.69e+11 cm^-2
Inversion density = 4.23e+09 cm^-2
Inversion/total charge = 1.15 %
Nc = 2.74e+19 cm^-3; doping/Nc = 5.2e-04
Image coefficient C = 15.38 meV nm
Image shift: grid 6.14, first order 6.62 meV
F* with image term = 0.0401 MV/cm
Oxide barrier 3.1 eV, mass 0.5 m0
Oxide kappa = 6.38 1/nm; delta = 0.0856 nm
Penetration shift = -0.487 meV
Depletion-curvature shift = -0.122 meV
Mobility 1000 cm2/Vs: hbar/tau = 6.09 meV
Oxide field = 0.171 MV/cm
\end{verbatim}
